# The Förster energy-transfer rate and radius from measured spectra, part 2

We seek the rate $k$ of energy transfer $D^*A\to DA^*$ from donor D to acceptor A, separated by $\mathbf R=R\,\hat{\mathbf R}$, in terms of measured spectra. Units are SI; fields vary as $e^{-i\omega t}$; $k_0=\omega/c$, $\lambda=2\pi c/\omega$, $Z_0=1/(\varepsilon_0c)$. The transparent medium has permittivity $n^2$. The real transition dipoles $\mu_D\mathbf e_D$, $\mu_A\mathbf e_A$ give $\kappa=\mathbf e_D\cdot\mathbf e_A-3(\mathbf e_D\cdot\hat{\mathbf R})(\mathbf e_A\cdot\hat{\mathbf R})$, with $\langle\kappa^2\rangle=2/3$ for fast isotropic reorientation.

Measured separately in the medium: donor lifetime $\tau_D$, photon yield $\phi_D$, radiative rate $k_r=\phi_D/\tau_D$, unit-area photon spectrum $F_D$; orientation-averaged cross section $\sigma_A$, decadic molar coefficient $\varepsilon_A$. A program tests the formulas.

The golden rule, with $\omega_{fi}=(E_f-E_i)/\hbar$, is
$$k=\frac{2\pi}{\hbar^2}\sum_f|V_{fi}|^2\,\delta(\omega_{fi})=\frac{2\pi}{\hbar}\sum_f|V_{fi}|^2\,\delta(E_f-E_i).\tag{4}$$
Exact dynamics agreed at $V=0.05\Delta$ ($\Delta$: bandwidth). Nuclear states $v,m,u,w$ belong to $D^*,D,A,A^*$, with Boltzmann weights $p_v,p_u$; D releases $a_{vm}$, A takes up $b_{uw}$. Assuming constant dipoles, independent baths and (assumption 3) relaxation faster than $k$,
$$k=\frac{2\pi}{\hbar}|V|^2\sum_{v,m,u,w}p_v\,|\langle m|v\rangle|^2\;p_u\,|\langle w|u\rangle|^2\;\delta(a_{vm}-b_{uw}).\tag{5}$$
$$k=\frac{2\pi}{\hbar}|V|^2\rho=\frac{2\pi}{\hbar^2}|V|^2\int L_D(\omega)L_A(\omega)\,d\omega,\qquad \rho=\int L_D(E)L_A(E)\,dE.\tag{6}$$
$L_D,L_A$ are the unit-area donor and acceptor factors of (5).

Model: origin $E_{00}$, one stiff mode (Huang–Rhys factor $S$, weights $e^{-S}S^m/m!$), classical bath energy $\lambda_s$. Lines are Gaussians, variance $s^2=2\lambda_sk_BT$, shifted $-\lambda_s$ in emission, $+\lambda_s$ in absorption; deltas in (5) become Gaussians of variance $2s^2$.

Each chromophore is centred in an empty sphere, radius $a\ll R$. For a dipole $p$ along $z$, $\mathbf H=g(r)\sin\theta\,\hat{\boldsymbol\varphi}$ and, at permittivity $\epsilon$,
$$E_r=\frac{i}{\omega\varepsilon_0\epsilon}\,\frac{2g\cos\theta}{r},\qquad E_\theta=-\frac{i}{\omega\varepsilon_0\epsilon}\,\frac{(rg)'\sin\theta}{r}.\tag{7}$$
Outside, $g=Ch_1(nk_0r)$, with $\mathcal A=\omega k_0^2p/4\pi$ and
$$h_1=-\frac{e^{iy}(y+i)}{y^2},\qquad (yh_1)'=\frac{e^{iy}\,[\,y+i(1-y^2)\,]}{y^2},$$
$$C=n^2f\mathcal A,\qquad f=\frac{3n^2}{2n^2+1}.\tag{8}$$
$$\mathbf E=\frac{fp}{4\pi\varepsilon_0n^2r^3}\left[3(\hat{\mathbf z}\cdot\hat{\mathbf r})\hat{\mathbf r}-\hat{\mathbf z}\right].\tag{9}$$
Incoming uniform fields also gain $f$. The wave $j_1=\mathrm{Re}\,h_1$ has central field $E_0=(i/\omega\varepsilon_0n^2)(2nk_0/3)$; the sphere adds $\mathcal Sh_1$ outside. The coupling is
$$V=\frac{f^2\,\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0\,n^2R^3}.\tag{10}$$
Neglected multipoles matter at finite size $l$: for collinear two-charge dipoles, $V$ gains $1/(1-\eta^2)$, $\eta=l/R$.

## 6. The donor's emission

Quantize the field in a periodic box of volume $\mathcal V$ filled with the medium, taking $n$ constant over the band. A mode has wavevector $\mathbf k$, polarization $\boldsymbol\epsilon_s\perp\mathbf k$ and frequency $\omega=c|\mathbf k|/n$. Its electric energy density $\tfrac12\varepsilon_0n^2E^2$ equals the magnetic one on average, so the zero-point energy fixes the amplitude: $\varepsilon_0n^2\mathcal E^2\mathcal V=\hbar\omega/2$, or $\mathcal E^2=\hbar\omega/(2\varepsilon_0n^2\mathcal V)$. The interaction is $-f\hat{\boldsymbol\mu}\cdot\hat{\mathbf E}$, and the squared matrix element for creating one photon is $f^2\mu_D^2\mathcal E^2(\mathbf e_D\cdot\boldsymbol\epsilon_s)^2|\langle m|v\rangle|^2$. In (4) the thermal sum over $v$ and $m$ of overlaps and delta functions is exactly $L_D(\omega)$, so

$$k_r=\frac{2\pi}{\hbar^2}\sum_{\mathbf k,s}f^2\mu_D^2\,\mathcal E^2\,(\mathbf e_D\cdot\boldsymbol\epsilon_s)^2L_D(\omega_{\mathbf k}).$$

The two polarizations and $\hat{\mathbf k}$ form an orthonormal triad, so $\sum_s(\mathbf e_D\cdot\boldsymbol\epsilon_s)^2=1-(\mathbf e_D\cdot\hat{\mathbf k})^2$, whose integral over directions is $4\pi(1-\tfrac13)=8\pi/3$. The mode sum is $\sum_{\mathbf k}\to\mathcal V(2\pi)^{-3}\int(n^3\omega^2/c^3)\,d\omega\,d\Omega$. The numerical factors combine as $2\pi\cdot\tfrac12\cdot\tfrac1{8\pi^3}\cdot\tfrac{8\pi}3=\tfrac1{3\pi}$, and the powers of the index as $n^3/n^2=n$. The photon rate per unit frequency is

$$A(\omega)=\frac{n f^2\omega^3\mu_D^2}{3\pi\varepsilon_0\hbar c^3}L_D(\omega)=\frac{\phi_D}{\tau_D}F_D(\omega).\tag{11}$$

The second equality holds because $\int A\,d\omega=k_r=\phi_D/\tau_D$ and $F_D=A/k_r$ by definition. The emission spectrum is $L_D$ weighted by $\omega^3$.

*Check by classical radiation.* Far from the source $h_1\to-e^{iy}/y$ and $(rg)'\to ink_0rg$, so (7) gives $E_\theta=(Z_0/n)H_\varphi$. The mean flux is $\tfrac12(Z_0/n)|H|^2=\tfrac12n\varepsilon_0c|E|^2$. Integrating over a large sphere with $\int\sin^2\theta\,d\Omega=8\pi/3$,

$$P_{\rm em}=\frac12\frac{Z_0}{n}\frac{|C|^2}{n^2k_0^2}\frac{8\pi}{3}=\frac{nf^2\omega^4p^2}{12\pi\varepsilon_0c^3},\tag{12}$$

where (8) was used in the last step. The real dipole $p\cos\omega t$ has the coefficient $p/2$ on $e^{-i\omega t}$, and the dipole operator has the coefficient $\mu_D|D\rangle\langle D^*|$, so the correspondence is $p=2\mu_D$. Then $P_{\rm em}/\hbar\omega=nf^2\omega^3\mu_D^2/(3\pi\varepsilon_0\hbar c^3)$, which is (11) for a sharp line. The program asserts this with the exact $C$ for the three indices, and it also sums the golden rule over the discrete modes of a box and asserts agreement to $10^{-6}$.

## 7. The acceptor's absorption

A weak plane wave $E_0\boldsymbol\epsilon\cos\omega t$ acts on A through $-f\hat{\boldsymbol\mu}\cdot\boldsymbol\epsilon\,(E_0/2)(e^{-i\omega t}+e^{i\omega t})$. Repeating the steps to (4) with the term $e^{-i\omega t}$ shifts the argument of the delta function to $\omega_{fi}-\omega$; the other term is off resonance by $2\omega$ and gives no rate. Summing over $u$ and $w$ produces $L_A(\omega)$, and the excitation rate is $(2\pi/\hbar^2)f^2\mu_A^2(E_0^2/4)(\mathbf e_A\cdot\boldsymbol\epsilon)^2L_A(\omega)$. The cross section is this rate divided by the photon flux $I/\hbar\omega$, with $I=\tfrac12n\varepsilon_0cE_0^2$ from section 6. With the orientation average $\tfrac13$,

$$\sigma_A(\omega)=\frac{2\pi}{\hbar^2}\,\frac{f^2\mu_A^2E_0^2}{12}\,\frac{2\hbar\omega}{n\varepsilon_0cE_0^2}\,L_A=\frac{\pi\omega f^2\mu_A^2}{3\varepsilon_0\hbar c\,n}L_A(\omega).\tag{13}$$

A fixed dipole has the cross section $3\sigma_A(\mathbf e_A\cdot\boldsymbol\epsilon)^2$.

*Check by energy flux.* Put a weak polarizable dipole at the centre of the sphere of section 5. Since $j_1=\tfrac12(h_1+h_1^*)$, the outer field is an incoming wave of amplitude $\tfrac12$ and an outgoing wave of amplitude $\tfrac12+\mathcal S$. By (12) the absorbed power is $(4\pi/3)(Z_0/n)(nk_0)^{-2}$ times $\tfrac14-|\tfrac12+\mathcal S|^2=-\mathrm{Re}\,\mathcal S-|\mathcal S|^2$. The amplitude $|E_0|=2Z_0/3n$ corresponds to $I=2Z_0/9n$, so $\sigma=6\pi(nk_0)^{-2}(-\mathrm{Re}\,\mathcal S-|\mathcal S|^2)$. The program solves for $\mathcal S$ with the first-order polarizability of a Lorentzian line, whose resonant part has $\mathrm{Im}\,\alpha=\pi\mu^2L/3\hbar$, and asserts (13) to $10^{-5}$ for the three indices. The polarizability is an input, so this test bears on the field factors $\omega f^2/(\varepsilon_0cn)$.

## 8. Eliminating the dipoles

Solve (11) and (13) for the combinations that cannot be measured directly:

$$f^2\mu_D^2L_D=\frac{3\pi\varepsilon_0\hbar c^3}{n\,\omega^3}\frac{\phi_D}{\tau_D}F_D,\qquad f^2\mu_A^2L_A=\frac{3\varepsilon_0\hbar c\,n}{\pi\omega}\sigma_A .$$

In their product $\pi$ cancels and $n$ cancels against $1/n$:

$$f^4\mu_D^2\mu_A^2L_DL_A=9\varepsilon_0^2\hbar^2c^4\,\frac{\phi_D}{\tau_D}\frac{F_D\sigma_A}{\omega^4}.$$

The left side is what (6) and (10) contain:

$$k=\frac{2\pi}{\hbar^2}\frac{\kappa^2}{16\pi^2\varepsilon_0^2n^4R^6}\int f^4\mu_D^2\mu_A^2L_DL_A\,d\omega .$$

Substituting, $\hbar^2$ and $\varepsilon_0^2$ cancel and $2\pi\cdot9/16\pi^2=9/8\pi$:

$$k=\frac{9\,\kappa^2c^4}{8\pi\,n^4R^6}\,\frac{\phi_D}{\tau_D}\int\frac{F_D(\omega)\,\sigma_A(\omega)}{\omega^4}\,d\omega .\tag{14}$$

The factor $n^{-4}$ is the square of the $n^{-2}$ in the near field (9). It describes how $k$ depends on $n$ at fixed measured $\phi_D/\tau_D$, $F_D$ and $\sigma_A$. At fixed dipoles and lineshapes, (10) says instead that $k\propto f^4/n^4$. The two statements agree because the measured quantities themselves change with $n$. The factor $f^4$ has dropped out because one coefficient $C$ fixes both the near field and the radiated power of D, and one ratio $f$ fixes the response of A to any field that is uniform over its site. The cancellation therefore holds for any site model with these two properties, also with different factors $f_D$ and $f_A$. Both properties take $f$ as a single number, the same for every field direction; a site whose factor depends on direction turns the effective dipole, and $\kappa$ is then no longer that of the bare dipoles. It fails when D and A are so close that they share one cavity or that the matter between them is not the bulk medium. If $n$ varies over the overlap, (9), (12) and the flux formula hold frequency by frequency, and $n(\omega)^{-4}$ moves inside the integral; the program does not test this case.

**Wavelength and molar units.** Three substitutions remain. First, $c/\omega=\lambda/2\pi$, so $c^4/\omega^4=\lambda^4/16\pi^4$. Second, $F_D$ is a density, $F_D(\lambda)|d\lambda|=F_D(\omega)|d\omega|$, which means $F_D(\lambda)=F_D(\omega)\,2\pi c/\lambda^2$, while $\sigma_A$ is a value at a point and takes no Jacobian. Third, a beam crossing a length $\ell$ of a solution of molar concentration $c_m$ is attenuated by $e^{-\sigma_AN_Ac_m\ell}$, and by definition this is $10^{-\varepsilon_Ac_m\ell}$, so $\sigma_A=\ln10\;\varepsilon_A/N_A$. With $8\pi\cdot16\pi^4=128\pi^5$,

$$k=\frac1{\tau_D}\left(\frac{R_0}{R}\right)^6,\qquad R_0^6=\frac{9\ln10}{128\pi^5N_A}\,\frac{\kappa^2\phi_D\,J}{n^4},\qquad J=\int F_D(\lambda)\,\varepsilon_A(\lambda)\,\lambda^4\,d\lambda .\tag{15}$$

In SI, $\varepsilon_A$ is in m² mol⁻¹, $F_D\,d\lambda$ is a pure number, and $J$ is in m⁶ mol⁻¹. The prefactor is $8.7851\times10^{-28}$ mol, so $R_0^6$ is in m⁶.

$R_0$ is the distance at which $k=1/\tau_D$. The rate itself contains only the ratio $\phi_D/\tau_D=k_r$ and is indifferent to the nonradiative decay of the donor. A new nonradiative channel lowers $\tau_D$ and $\phi_D$ in proportion, leaves $k$ unchanged and shrinks $R_0$, because transfer then competes with a faster decay. If back transfer is negligible, the donor population obeys $\dot P=-(k+1/\tau_D)P$, and the transferred fraction is

$$\eta_T=\int_0^\infty k\,e^{-(k+1/\tau_D)t}dt=\frac{k\tau_D}{1+k\tau_D}=\frac{1}{1+(R/R_0)^6}.\tag{16}$$

It tends to one for $R\ll R_0$, equals one half at $R_0$ and falls as $(R_0/R)^6$ for $R\gg R_0$.

**Working formula.** Let $J'$ be the number obtained with $\varepsilon_A$ in L mol⁻¹ cm⁻¹ and $\lambda$ in nm. One L mol⁻¹ cm⁻¹ is $10^{-3}\,{\rm m^3}/(10^{-2}\,{\rm m\,mol})=0.1$ m² mol⁻¹, and 1 nm⁴ is $10^{-36}$ m⁴, so $J=10^{-37}J'$ m⁶ mol⁻¹. One m⁶ is $10^{54}$ nm⁶. The prefactor becomes $8.7851\times10^{-28}\times10^{-37}\times10^{54}=8.7851\times10^{-11}$, and its sixth root is 0.021084:

$$\frac{R_0}{\rm nm}=0.02108\,\left(\kappa^2\,\phi_D\,n^{-4}\,J'\right)^{1/6}.\tag{17}$$

The sixth root divides relative errors of the inputs by six at first order, except that $n$ enters as $n^{-2/3}$. It does not protect against $\kappa^2\to0$, where the static dipole term vanishes and the neglected terms decide the rate. These are the multipoles of section 2 and the retarded dipole field of section 9. With $y=n\omega R/c$, (7) and the closed forms of $h_1$ and $(yh_1)'$ multiply the static $E_r$ by $e^{iy}(1-iy)$ and the static $E_\theta$ by $e^{iy}(1-iy-y^2)$. The $y^2$ term is transverse, and $\kappa$ is replaced by $e^{iy}\{\kappa(1-iy)-y^2[\mathbf e_D\cdot\mathbf e_A-(\mathbf e_D\cdot\hat{\mathbf R})(\mathbf e_A\cdot\hat{\mathbf R})]\}$, whose second term can survive at $\kappa=0$. There $\mathbf e_D\cdot\mathbf e_A=3(\mathbf e_D\cdot\hat{\mathbf R})(\mathbf e_A\cdot\hat{\mathbf R})$, so the square bracket equals $2(\mathbf e_D\cdot\hat{\mathbf R})(\mathbf e_A\cdot\hat{\mathbf R})$; it vanishes too when one of the dipoles is perpendicular to $\mathbf R$.

*Check.* The program evaluates the fourfold state sum (5) on one side. On the other it builds $F_D(\lambda)$, $\tau_D$ and $\varepsilon_A(\lambda)$ on a wavelength grid and applies (14), (15) and (17). It asserts agreement to $10^{-6}$ for five pairs $(n,f)$, among them $f=1$ and the Lorentz factor $(n^2+2)/3$, and it finds $R_0$ a second time as the root of $k\tau_D=1$. In these runs the same $f$ is put into (10), (11) and (13), so they test the algebra, the Jacobian and the units; that the factors are physically equal rests on the cavity tests. A Beer–Lambert evaluation checks the conversion of $\varepsilon_A$.

## 9. The retarded field and the long-distance limit

Equation (14) can be reached without $V$. The donor emits at the rate $A(\omega)\,d\omega$, and for each quantum emitted the acceptor, too weak to act back on D at this order, absorbs $P_{\rm abs}/P_{\rm em}$ quanta from the donor's field. Take $g=h_1(y)$ with $y=n\omega R/c$, that is $C=1$; the normalization cancels in the ratio. By (12), $P_{\rm em}=(4\pi/3)Z_0/(n^3k_0^2)$. By section 7, $P_{\rm abs}=3\sigma_A\,(n/2Z_0)\,|\mathbf E\cdot\mathbf e_A|^2$, with the local-field factor of A already inside $\sigma_A$. From the closed forms,

$$|h_1|^2=\frac{1+y^2}{y^4},\qquad |(yh_1)'|^2=\frac{y^2+(1-y^2)^2}{y^4}=\frac{1-y^2+y^4}{y^4}.$$

For isotropic orientations, average $|\mathbf E\cdot\mathbf e_A|^2\to|\mathbf E|^2/3$, $\cos^2\theta\to\tfrac13$ and $\sin^2\theta\to\tfrac23$ in (7), and use $1/\omega\varepsilon_0=Z_0/k_0$:

$$\langle|\mathbf E\cdot\mathbf e_A|^2\rangle=\frac{Z_0^2}{k_0^2n^4R^2y^4}\cdot\frac13\left[\frac43(1+y^2)+\frac23(1-y^2+y^4)\right]=\frac{Z_0^2}{k_0^2n^4R^2y^4}\cdot\frac23X,$$

with $X=1+y^2/3+y^4/3$. The ratio is

$$\frac{P_{\rm abs}}{P_{\rm em}}=\frac{3\sigma_AZ_0\,\tfrac23X}{2k_0^2n^3R^2y^4}\cdot\frac{3n^3k_0^2}{4\pi Z_0}=\frac{9\,\sigma_A}{8\pi R^2y^4}\cdot\frac23X .\tag{18}$$

For $y\ll1$, $X\to1$ and $y^{-4}=c^4/(n^4\omega^4R^4)$; multiplying by $A=(\phi_D/\tau_D)F_D$ and integrating gives (14) with $\kappa^2=\tfrac23$. For collinear dipoles only $E_r$ at $\theta=0$ acts, and $\tfrac23X$ is replaced by $4(1+y^2)$. For $y\gg1$, $\tfrac23X\to\tfrac29y^4$ and (18) becomes $\sigma_A/4\pi R^2$, the share of an outgoing spherical wave that a target of area $\sigma_A$ intercepts. This is emission followed by reabsorption, and it is independent of $n$ at fixed $\sigma_A$. In (18) the index appears only through $y=R/(\lambda/2\pi n)$, so $n^{-4}$ can be read as the fourth power of the reduced wavelength in the medium: the Förster rate exceeds the isotropic radiative capture rate by $3/y^4$ at leading order. Equation (15) needs $R\ll\lambda/2\pi n$, and for isotropic orientations the retarded rate exceeds it by the relative amount $y^2/3$ at leading order. Planck's constant does not appear in (14) or (18); by (11) and (13) it is contained in the measured $\phi_D/\tau_D$ and $\sigma_A$, each of which carries one factor $1/\hbar$ at fixed dipoles and lineshapes $L(\omega)$.

*Check.* Holding the spectra fixed and changing only $n$ in the fields, the program asserts that $k\,n^4$ from this route equals the golden-rule value at $R=0.5$ nm, for $n=1$, 1.4 and 2 and for both geometries, within $3\times10^{-4}$, a tolerance that covers the $y^2$ term there. At 5 nm it asserts that the excess equals the overlap-weighted mean of $X-1$.

## 10. Worked example

The parameters are round model values. The medium has $n=1.4$ at $T=300$ K, so $k_BT=0.025852$ eV; $\kappa^2=2/3$, $R=5$ nm and $\lambda_s=0.04$ eV for both partners. The donor has $E_{00}=2.40$ eV, a mode of 0.17 eV with $S=0.5$, $\mu_D=2\times10^{-29}$ C m and $\phi_D=0.8$. The acceptor has $E_{00}=2.25$ eV, a mode of 0.15 eV with $S=0.4$ and $\mu_A=3\times10^{-29}$ C m. Five digits are carried so that the routes can be compared; the model, with point dipoles and one value of $n$, deserves two or three.

**Golden rule.** The local-field factor is $f=5.88/4.92=1.1951$. The medium and orientation multiply the bare coupling by $f^2\sqrt{\kappa^2}/n^2=1.4283\times0.8165/1.96=0.595$, and (10) gives the root-mean-square coupling $V=1.6021\times10^{-4}$ eV. Each line has $s=(2\times0.04\times0.025852)^{1/2}=0.045477$ eV, and the combined width is $\sqrt2s=0.064314$ eV. The ratio $V/\sqrt2s=0.0025$ is twenty times smaller than the value at which the exact dynamics of section 3 agreed with (4).

The overlap density can be estimated by hand with the zero-temperature Poisson weights. The origins lie at $2.40-0.04=2.36$ eV in emission and $2.25+0.04=2.29$ eV in absorption. The Gaussian of variance $2s^2$ has the peak $1/(\sqrt{2\pi}\times0.064314)=6.203$ eV⁻¹, and the common weight is $e^{-0.5-0.4}=0.4066$. Three pairs of lines are near resonance:

- origin with origin, mismatch $+0.07$ eV: $0.4066\times e^{-0.592}\times6.203=1.395$ eV⁻¹;
- one acceptor quantum, mismatch $-0.08$ eV: $0.4066\times0.4\times e^{-0.774}\times6.203=0.465$ eV⁻¹;
- one donor quantum, mismatch $-0.10$ eV: $0.4066\times0.5\times e^{-1.209}\times6.203=0.376$ eV⁻¹.

They add to 2.236 eV⁻¹. The full thermal sum is $\rho=2.2339$ eV⁻¹, from which the estimate differs by 0.1 %. Then $V^2\rho=2.5667\times10^{-8}\times2.2339=5.734\times10^{-8}$ eV, and multiplication by $2\pi/\hbar$ gives $k=5.4736\times10^8$ s⁻¹.

**Spectra.** Integrating (11) gives $k_r=1.4059\times10^8$ s⁻¹, so $\tau_D=0.8/k_r=5.6902$ ns. The spectrum $F_D(\lambda)$ peaks at 524.4 nm. The absorption peaks at 541.1 nm with $\sigma_A=4.626\times10^{-20}$ m², or $\varepsilon_A=1.210\times10^5$ L mol⁻¹ cm⁻¹. The overlap integral is $J'=3.9901\times10^{15}$, which is $J=3.9901\times10^{-22}$ m⁶ mol⁻¹. Then

$$\kappa^2\phi_Dn^{-4}J'=0.66667\times0.8\times0.26031\times3.9901\times10^{15}=5.5395\times10^{14},$$

$$R_0^6=8.7851\times10^{-11}\times5.5395\times10^{14}=4.8665\times10^4\ {\rm nm^6},\qquad R_0=6.0423\ {\rm nm}.$$

The root of $k\tau_D=1$ from the state sum is also 6.0423 nm. At 5 nm, $k\tau_D=48665/15625=3.1146$, so $k=3.1146/5.6902\ {\rm ns}=5.4736\times10^8$ s⁻¹, equal to the golden-rule value. The transfer time is $1/k=1.83$ ns and the efficiency is $3.1146/4.1146=0.757$. To the accuracy of the model, $R_0\approx6.0$ nm and about three quarters of the excitations are transferred, provided that both dipoles reorient in a time short compared with $1/k$, as the use of $\kappa^2=2/3$ requires (section 2). For frozen, randomly oriented dipoles with the same parameters, (16) must be averaged over $\kappa^2$ pair by pair, and the efficiency drops to about 0.57; this average is not among the program's tests.

**Size of the neglected effects.** The retarded field gives $5.4861\times10^8$ s⁻¹, which is 0.23 % above the rate from (15). At the two peak wavelengths, $y=2\pi\times1.4\times5/524.4=0.0839$ and $y=0.0813$, so $y^2/3=0.00234$ and $0.00220$, which bracket the printed 0.002287.

The finite size of the chromophores can matter more than retardation when the geometry is fixed. The collinear two-charge formula of section 2 with $l=1$ nm and $R=5$ nm has $\eta=0.2$ and raises the rate by $(1-\eta^2)^{-2}-1=8.5\,\%$. In the isotropic average, multipoles of different rank do not interfere, so for inversion-odd transition densities the correction to $\langle V^2\rangle$ is only of order $(l/R)^4$. The program does not test this average.

Assumption 3 of section 4 requires vibrational relaxation to be much faster than $1/k=1.83$ ns; the model does not compute the relaxation time.

Back transfer in this model follows from the Gaussians. For the pair of origins, with $\Delta E$ the difference of the two $E_{00}$, the forward mismatch is $\Delta E-2\lambda_s$ and the backward one is $-\Delta E-2\lambda_s$. With the variance $4\lambda_sk_BT$, the ratio of backward to forward terms is $\exp[-8\lambda_s\Delta E/(8\lambda_sk_BT)]=e^{-\Delta E/k_BT}$. For a vibronic pair the same algebra holds with $\Delta E$ replaced by the energy left for the classical baths, and the Boltzmann weights of the stiff modes supply the rest, so the ratio is the same for every pair. Here $\Delta E/k_BT=0.15/0.025852=5.8$, and the backward rate is about 0.003 of the forward one. This estimate is not among the program's tests.

If $F_D$ is taken from a spectrum of emitted power, proportional to $\omega F_D$ and renormalized to unit area, $J$ is multiplied by $\langle\omega\rangle_{\rm overlap}/\langle\omega\rangle_{F}$, where the first mean has the weight $F_D\varepsilon_A\lambda^4$ and the second the weight $F_D$; this follows from writing out the two normalized integrals. The printed ratio of radii is 1.0022, or $1.0022^6=1.013$ in the rate, relative to the photon-spectrum values. A ratio above one means that the overlap samples the emission above its mean frequency, and by the formula the error equals the relative distance between those two mean frequencies, here 1.3 %.

## Calculated quantities

```
n = 1.4 
T = 300 K
kappa^2 = 0.66667 
R = 5 nm
phi_D = 0.8 
lambda_s = 0.04 eV
E00 donor = 2.4 eV
mode donor = 0.17 eV
S donor = 0.5 
mu_D = 2e-29 C m
E00 acceptor = 2.25 eV
mode acceptor = 0.15 eV
S acceptor = 0.4 
mu_A = 3e-29 C m
k_B T = 0.025852 eV
Gaussian width per chromophore = 0.045477 eV
combined width = 0.064314 eV
f (empty cavity) = 1.1951 
n^-4 = 0.26031 
<kappa^2> quadrature = 0.66667 
max kappa^2 = 4 
kappa, test geometry = -0.63977 
dipole error at l/R=0.1 = -0.0086052 
exact decay/golden rule, V=0.05 width = 1.0013 
population revival, V=2 widths = 0.44036 
soft 5 meV mode: variance/(2 lambda_s kT) = 1.0031 
soft mode skewness = 0.010583 
V(R) = 0.00016021 eV
V/combined width = 0.0024911 
overlap density int L_D L_A dE = 2.2339 1/eV
radiative rate phi/tau = 1.4059e+08 1/s
tau_D = 5.6902 ns
emission peak = 524.4 nm
absorption peak = 541.1 nm
peak sigma_A = 4.6261e-20 m^2
peak eps_A = 1.2099e+05 L/(mol cm)
1 L/(mol cm) = 0.1 m^2/mol
J = 3.9901e+15 L nm^4/(mol cm)
J (SI) = 3.9901e-22 m^6/mol
9 ln10/(128 pi^5 N_A) = 8.7851e-28 mol
C^6 = 8.7851e-11 (nm^6 per unit J)
C = 0.021084 (nm per unit J^(1/6))
kappa^2 phi J/n^4 = 5.5395e+14 L nm^4/(mol cm)
R0 working formula = 6.0423 nm
R0 root of k tau=1 = 6.0423 nm
k state sum = 5.4736e+08 1/s
k from spectra = 5.4736e+08 1/s
k retarded field = 5.4861e+08 1/s
retardation correction = 0.002287 
transfer time 1/k = 1.827 ns
k tau_D = 3.1146 
efficiency = 0.75696 
R0(power spectrum)/R0(photon spectrum) = 1.0022
```
